# Kondo temperature of a crystal-field-split Coqblin-Schrieffer impurity: a numerical check

```python
"""Kondo scale of the Coqblin-Schrieffer model with a crystal-field splitting.

Result under test, for T_K << Delta << D and g = rho*J << 1:
    T_K = D * (D/Delta)**(M/m) * exp(-1/(m*g))
m, M   : numbers of ground and excited impurity states (N = m + M)
Delta  : crystal-field splitting;  D : half bandwidth
rho    : band density of states per flavour
J      : coefficient of X_ab c^+_b c_a, with X_ab = |a><b|
Energies are in meV in the worked example.
"""
import numpy as np
from scipy.constants import k, e
from scipy.integrate import solve_ivp
from scipy.optimize import brentq


def exchange(impurity, mask, flavours, orbitals):
    """Apply sum X_ab c^+_{k b} c_{k' a} to one many-fermion basis state."""
    result = {}
    for new in range(flavours):
        for source in range(orbitals):
            p = source * flavours + new
            if not (mask >> p) & 1:
                continue
            sign_p = (-1) ** bin(mask & ((1 << p) - 1)).count("1")
            removed = mask ^ (1 << p)
            for target in range(orbitals):
                q = target * flavours + impurity
                if (removed >> q) & 1:
                    continue
                sign_q = (-1) ** bin(removed & ((1 << q) - 1)).count("1")
                key = (new, removed | (1 << q))
                result[key] = result.get(key, 0) + sign_p * sign_q
    return result


def swap_corrections(a, b, levels, cutoff):
    """Second-order swap amplitude / first-order one, J = 1.

    Orbitals: 0 deep and filled, 1 at the Fermi level, 2 high and empty.
    Returns the parts with no high electron and with a high electron.
    """
    n = len(levels)
    deep_full = (1 << n) - 1
    start = (a, deep_full | (1 << (n + b)))
    final = (b, deep_full | (1 << (n + a)))
    first = exchange(*start, n, 3)
    direct = first[final]
    hole_part, particle_part = 0.0, 0.0
    for (imp, mask), amplitude in first.items():
        holes = n - bin(mask & deep_full).count("1")
        high = bin(mask >> (2 * n)).count("1")
        if holes + high == 0:
            continue
        back = exchange(imp, mask, n, 3).get(final, 0)
        energy = cutoff * (holes + high) + levels[imp]
        term = -amplitude * back / energy / direct
        if high:
            particle_part += term
        else:
            hole_part += term
    return hole_part, particle_part


def closed_scale(g, m, M, D, delta):
    return D * (D / delta) ** (M / m) * np.exp(-1 / (m * g))


def one_loop_scale(g, m, M, D, delta):
    """Root of the integrated one-loop flow at infinite coupling."""
    def f(x):
        T = np.exp(x)
        return (m * np.log(D / T)
                + M * np.log((D + delta) / (T + delta)) - 1 / g)
    return np.exp(brentq(f, np.log(D) - 60, np.log(D), xtol=1e-13))


def bound_scale(g, m, M, D, delta):
    """Root of the analytic bound-state equation."""
    def f(x):
        B = np.exp(x)
        return (m * np.log((D + B) / B)
                + M * np.log((D + delta + B) / (delta + B)) - 1 / g)
    return np.exp(brentq(f, np.log(D) - 60, np.log(D), xtol=1e-13))


def diagonalized_binding(g, m, M, D, delta, nodes=80, small=1e-5):
    """Binding energy from the one-hole Hamiltonian on a quadrature grid."""
    x, w = np.polynomial.legendre.leggauss(nodes)
    length = np.log(1 + D / small)
    x = 0.5 * length * (x + 1)
    hole_energy = small * np.expm1(x)
    weight = 0.5 * length * w * small * np.exp(x)
    diagonal = np.concatenate([hole_energy] * m + [hole_energy + delta] * M)
    v = np.sqrt(np.tile(weight, m + M))
    return -np.linalg.eigvalsh(np.diag(diagonal) - g * np.outer(v, v))[0]


# Worked-example inputs: doublet below quartet
m, M = 2, 4
N = m + M
D, delta, g = 1000.0, 20.0, 0.03
levels = np.array([0.0] * m + [delta] * M)

# Second-order elimination, checked for every pair of different flavours
for cutoff in (5.0, 20.0, 300.0):
    expected = m / cutoff + M / (cutoff + delta)
    for a in range(N):
        for b in range(N):
            if a != b:
                hole, particle = swap_corrections(a, b, levels, cutoff)
                assert abs(hole - expected) < 1e-12
                assert abs(particle) < 1e-12

# Complete sector with two filled orbitals and one hole: bound-state equation
hole_energies = np.array([0.3, 1.1])
small_levels = np.array([0.0] * m + [0.7] * M)
J_small = 0.4
full = (1 << (2 * N)) - 1
basis = [(imp, full ^ (1 << p)) for imp in range(N) for p in range(2 * N)]
index = {state: i for i, state in enumerate(basis)}
H = np.zeros((len(basis), len(basis)))
for i, (imp, mask) in enumerate(basis):
    missing = (full ^ mask).bit_length() - 1
    H[i, i] += small_levels[imp] + hole_energies[missing // N]
    for state, amplitude in exchange(imp, mask, N, 2).items():
        H[index[state], i] += J_small * amplitude
assert np.allclose(H, H.T)
pair_energies = (hole_energies[:, None] + small_levels[None, :]).ravel()
B_small = brentq(lambda B: J_small * np.sum(1 / (pair_energies + B)) - 1,
                 -0.299999, 100)
fermi_sea_shift = 2 * J_small
assert abs(np.linalg.eigvalsh(H)[0] - (fermi_sea_shift - B_small)) < 1e-9

# Numerical one-loop flow up to very strong coupling
def flow(l, y):
    cutoff = D * np.exp(-l)
    return [y[0] ** 2 * (m + M * cutoff / (cutoff + delta))]


def strong(l, y):
    return y[0] - 1000.0


strong.terminal = True
solution = solve_ivp(flow, (0, 40), [g], events=strong, rtol=1e-9,
                     atol=1e-12, dense_output=True)
assert len(solution.t_events[0]) == 1
T_flow = D * np.exp(-solution.t_events[0][0])
T_loop = one_loop_scale(g, m, M, D, delta)
# stopping at coupling 1000 leaves a relative offset of about 1/(1000 m)
assert abs(T_flow / T_loop - 1) < 1e-3
g_delta = solution.sol(np.log(D / delta))[0]
g_delta_formula = 1 / (1 / g - m * np.log(D / delta)
                       - M * np.log((D + delta) / (2 * delta)))
assert abs(g_delta / g_delta_formula - 1) < 1e-6

# Continuum bound state: analytic equation against diagonalization
B_split = diagonalized_binding(g, m, M, D, delta)
B_doublet = diagonalized_binding(g, m, 0, D, delta)
B_unsplit = diagonalized_binding(g, N, 0, D, delta)
assert abs(B_split / bound_scale(g, m, M, D, delta) - 1) < 1e-6
assert abs(B_doublet / bound_scale(g, m, 0, D, delta) - 1) < 1e-6
assert abs(B_split / T_loop - 1) < 1e-3

# Final formula and its leading correction, several degeneracies
for mm, MM in ((2, 4), (4, 2), (2, 2)):
    for split in (20.0, 5.0, 1.0):
        target = 1e-3 * split
        coupling = 1 / (mm * np.log(D / target) + MM * np.log(D / split))
        T_closed = closed_scale(coupling, mm, MM, D, split)
        ratio = diagonalized_binding(coupling, mm, MM, D, split) / T_closed
        correction = MM / mm * (split / D - T_closed / split)
        second_order = (split / D + T_closed / split) ** 2
        assert abs(ratio - 1 - correction) < 5 * second_order

# Worked numbers
T_K = closed_scale(g, m, M, D, delta)
T_doublet = D * np.exp(-1 / (m * g))
T_unsplit = D * np.exp(-1 / (N * g))
assert abs(T_doublet / B_doublet - 1) < 1e-3
assert abs(T_unsplit / B_unsplit - 1) < 1e-2
assert T_K < T_unsplit < delta < D
assert abs(B_split / T_K - 1) < 0.05
meV_to_K = 1e-3 * e / k

print(f"ground degeneracy m = {m}, excited degeneracy M = {M}")
print(f"half bandwidth D = {D:.1f} meV")
print(f"splitting Delta = {delta:.1f} meV")
print(f"bare coupling g = rho J = {g:.3f} (dimensionless)")
print(f"exponent 1/(m g) = {1 / (m * g):.4f}")
print(f"exponential factor exp(-1/(m g)) = {np.exp(-1 / (m * g)):.4e}")
print(f"one-loop g at cutoff Delta = {g_delta:.4f}")
print(f"N times g at cutoff Delta = {N * g_delta:.3f}")
g_sharp = 1 / (1 / g - N * np.log(D / delta))
print(f"g at cutoff Delta, sharp switching = {g_sharp:.4f}")
print(f"T_K closed formula = {T_K:.4f} meV = {T_K * meV_to_K:.3f} K")
print(f"T_K full one-loop equation = {T_loop:.4f} meV")
print(f"binding energy by diagonalization = {B_split:.4f} meV")
print(f"binding energy / closed T_K = {B_split / T_K:.4f}")
lead = M / m * (delta / D - T_K / delta)
print(f"leading relative correction = {lead:.4f}")
print(f"doublet-only scale = {T_doublet:.4e} meV"
      f" = {T_doublet * meV_to_K:.3e} K")
print(f"unsplit sextet scale = {T_unsplit:.4f} meV"
      f" = {T_unsplit * meV_to_K:.2f} K")
print(f"closed enhancement over doublet = {T_K / T_doublet:.1f}")
print(f"diagonalized enhancement = {B_split / B_doublet:.1f}")
print(f"closed T_K / unsplit scale = {T_K / T_unsplit:.4f}")
print(f"T_unsplit^3 / Delta^2 = {T_unsplit ** 3 / delta ** 2:.4f} meV")
print("Delta (meV), closed T_K (meV), binding (meV), closed enhancement,"
      " diagonalized enhancement:")
for split in (10.0, 20.0, 40.0):
    T_value = closed_scale(g, m, M, D, split)
    B_value = diagonalized_binding(g, m, M, D, split)
    print(f"  {split:.0f}, {T_value:.4f}, {B_value:.4f},"
          f" {T_value / T_doublet:.1f}, {B_value / B_doublet:.1f}")
for changed_g in (0.027, 0.033):
    changed_T = closed_scale(changed_g, m, M, D, delta)
    print(f"closed T_K at g = {changed_g:.3f}: {changed_T:.4f} meV")
print("verified")
```

Running it gives:

```
ground degeneracy m = 2, excited degeneracy M = 4
half bandwidth D = 1000.0 meV
splitting Delta = 20.0 meV
bare coupling g = rho J = 0.030 (dimensionless)
exponent 1/(m g) = 16.6667
exponential factor exp(-1/(m g)) = 5.7777e-08
one-loop g at cutoff Delta = 0.0797
N times g at cutoff Delta = 0.478
g at cutoff Delta, sharp switching = 0.1014
T_K closed formula = 0.1444 meV = 1.676 K
T_K full one-loop equation = 0.1481 meV
binding energy by diagonalization = 0.1481 meV
binding energy / closed T_K = 1.0256
leading relative correction = 0.0256
doublet-only scale = 5.7777e-05 meV = 6.705e-04 K
unsplit sextet scale = 3.8659 meV = 44.86 K
closed enhancement over doublet = 2500.0
diagonalized enhancement = 2564.0
closed T_K / unsplit scale = 0.0374
T_unsplit^3 / Delta^2 = 0.1444 meV
Delta (meV), closed T_K (meV), binding (meV), closed enhancement, diagonalized enhancement:
  10, 0.5778, 0.5322, 10000.0, 9210.8
  20, 0.1444, 0.1481, 2500.0, 2564.0
  40, 0.0361, 0.0390, 625.0, 674.8
closed T_K at g = 0.027: 0.0227 meV
closed T_K at g = 0.033: 0.6572 meV
verified
```
